# The Bohm Criterion for Cold Ions Entering a Collisionless Sheath

## Definitions and conventions

In plasma-enhanced deposition, the growing film is separated from the plasma by a sheath, a thin layer of positive space charge. Let $x$ increase from the plasma towards the wall, and let $V(x)$ be the electrostatic potential, with $V=0$ at the sheath edge. The wall is negative with respect to the edge, so $V$ falls as $x$ increases. SI units are used, with energies in electronvolts where convenient.

The model rests on these assumptions:

- The sheath is planar and steady, and ions neither collide nor are created inside it.
- There is one ion species, of charge $+e$ and mass $m_i$. The ions are cold: all of them enter with the same speed $u_0>0$ towards the wall.
- There are no negative ions. The electrons have temperature $T_e$, and their pressure balances the electric force.
- At the edge the ion and electron densities both equal $n_s$.
- On the scale of the sheath, the potential and the field both tend to zero towards the plasma. This is the limit in which the Debye length is very small compared with the size of the plasma.

The Bohm speed, the Debye length and three dimensionless variables are

$$
c_s=\sqrt{\frac{kT_e}{m_i}},\qquad
\lambda_D=\sqrt{\frac{\varepsilon_0kT_e}{n_se^2}},\qquad
\eta=-\frac{eV}{kT_e},\qquad M=\frac{u_0}{c_s},\qquad \xi=\frac{x}{\lambda_D}.
$$

Thus $\eta$ is positive where the potential has dropped. A prime denotes $d/d\xi$. The result to be derived is that a non-uniform sheath requires

$$
u_0\ge c_s,\qquad\text{that is,}\qquad M\ge 1 .
$$

The last assumption in the list matters: a finite field at the edge softens the bound, by an amount found below.

## First derivation: the energy integral

### Densities and Poisson's equation

An ion that has fallen through the potential drop $-V$ has gained kinetic energy $-eV=\eta kT_e$. Energy conservation gives

$$
\tfrac12m_iu^2=\tfrac12m_iu_0^2+\eta kT_e .
$$

Multiplying by $2/m_i$ and using $kT_e/m_i=c_s^2=u_0^2/M^2$,

$$
u^2=u_0^2+2\eta c_s^2=u_0^2\left(1+\frac{2\eta}{M^2}\right).
$$

No ions are created or lost, so the flux is constant, $n_iu=n_su_0$. Therefore

$$
\frac{n_i}{n_s}=\frac{u_0}{u}=\left(1+\frac{2\eta}{M^2}\right)^{-1/2}.
$$

The force on an electron is $+e\,dV/dx$. Balancing it against the pressure gradient gives $e n_e\,dV/dx=kT_e\,dn_e/dx$. Dividing by $n_ekT_e$ and integrating from the edge gives the Boltzmann law

$$
\frac{n_e}{n_s}=\exp\left(\frac{eV}{kT_e}\right)=e^{-\eta}.
$$

Poisson's equation is $d^2V/dx^2=-(e/\varepsilon_0)(n_i-n_e)$. Substituting $V=-(kT_e/e)\eta$ puts a minus sign on both sides. These cancel, leaving

$$
\frac{d^2\eta}{dx^2}=\frac{n_se^2}{\varepsilon_0kT_e}\,\frac{n_i-n_e}{n_s}
=\frac{1}{\lambda_D^2}\,\frac{n_i-n_e}{n_s}.
$$

With $x=\lambda_D\xi$ this becomes

$$
\eta''=\rho(\eta),\qquad
\rho(\eta)=\left(1+\frac{2\eta}{M^2}\right)^{-1/2}-e^{-\eta}.
$$

Here $\rho$ is the space charge density in units of $en_s$.

### One integration

Multiply by $\eta'$. The left side is $\eta'\eta''=(\eta'^2/2)'$, and the right side is the derivative with respect to $\xi$ of the integral of $\rho$ over $\eta$. Since $\eta$ and $\eta'$ vanish towards the plasma, no constant remains:

$$
\tfrac12\eta'^2=S(\eta)=\int_0^\eta\rho(s)\,ds .
$$

The ion term integrates to $M^2\sqrt{1+2s/M^2}$, because differentiating the root produces a factor $1/M^2$. The electron term integrates to $e^{-s}$. Inserting the limits,

$$
S(\eta)=M^2\left[\sqrt{1+\frac{2\eta}{M^2}}-1\right]+e^{-\eta}-1 .
$$

This is a momentum balance. In units of $n_skT_e$, the first term is the gain in ion momentum flux, $m_in_su_0(u-u_0)$. The remainder, $e^{-\eta}-1$, is the change in electron pressure, which is negative. Their sum must supply $\varepsilon_0E^2/2$, where $E$ is the electric field. Since this cannot be negative, $S(\eta)\ge0$ at every potential present in the sheath.

### Why $M\ge1$ is necessary

For small $y$, $\sqrt{1+y}=1+y/2-y^2/8+y^3/16+\dots$. Setting $y=2\eta/M^2$ gives

$$
M^2\left[\sqrt{1+\frac{2\eta}{M^2}}-1\right]
=\eta-\frac{\eta^2}{2M^2}+\frac{\eta^3}{2M^4}+\dots
$$

The electron part is $e^{-\eta}-1=-\eta+\eta^2/2-\eta^3/6+\dots$. The linear terms cancel because the edge is neutral, and

$$
S(\eta)=\frac12\left(1-\frac1{M^2}\right)\eta^2
+\frac16\left(\frac3{M^4}-1\right)\eta^3+\dots
$$

Suppose $M<1$. The quadratic coefficient is negative, so $S<0$ for all sufficiently small non-zero $\eta$ of either sign. A sheath solution must have arbitrarily small $|\eta|$ far towards the plasma. There, $\eta'^2=2S$ can hold only if $\eta=0$. But if $\eta=\eta'=0$ at one point, the differential equation fixes $\eta=0$ everywhere. Only the uniform plasma remains, and there is no sheath. Hence $M\ge1$ is necessary.

### Why $M\ge1$ is sufficient in this model

For $M\ge1$ and $\eta>0$, $2\eta/M^2\le2\eta$, so

$$
\frac{n_i}{n_s}\ge\frac1{\sqrt{1+2\eta}} .
$$

The series of the exponential gives $e^{2\eta}>1+2\eta$. Taking the reciprocal square root reverses the inequality, giving $(1+2\eta)^{-1/2}>e^{-\eta}$. Therefore $n_i>n_e$ at every positive $\eta$, and $S$, the integral of a positive quantity, is positive too. The equation $\eta'=+\sqrt{2S(\eta)}$ then describes a potential that drops steadily to the wall. The distance between two potentials is

$$
\xi_2-\xi_1=\int_{\eta_1}^{\eta_2}\frac{d\eta}{\sqrt{2S(\eta)}} .
$$

For $\eta_1\to0$ this diverges: the integrand behaves as $1/\eta$ when $M>1$ and as $\eta^{-3/2}$ when $M=1$. The solution therefore joins the uniform plasma at infinite distance on the sheath scale, as the boundary condition demands.

### The marginal case

At $M=1$ the quadratic term in $S$ vanishes and the cubic coefficient is $(3-1)/6=1/3$. Thus $\eta'^2\approx2\eta^3/3$ near the plasma. Let $d$ be the distance, in Debye lengths, measured back towards the plasma from the point where this approximate solution would diverge. Trying $\eta=A/d^2$ gives $\eta'^2=4A^2/d^6$, while $2\eta^3/3=2A^3/(3d^6)$. Equating them gives $A=6$, so

$$
\eta\approx\frac6{d^2}\qquad(M=1,\ \eta\ll1).
$$

The marginal sheath has a long algebraic tail and no sharp edge. Between $\eta=0.0004$ and $\eta=0.0001$ the formula gives a distance of $122.47\,\lambda_D$; quadrature of the full expression gives $122.50\,\lambda_D$.

## Second derivation: disturbances that stand still

The second route does not integrate across the sheath. It asks which small, stationary disturbances can exist in a neutral plasma whose ions all drift at $u_0$.

Write the ion density as $n_s+n$ and the ion speed as $u_0+w$, with $n$, $w$ and $V$ small. The continuity equation and Newton's law for a cold ion fluid are

$$
\frac{\partial n_i}{\partial t}+\frac{\partial(n_iu)}{\partial x}=0,\qquad
\frac{\partial u}{\partial t}+u\frac{\partial u}{\partial x}
=-\frac e{m_i}\frac{\partial V}{\partial x}.
$$

Dropping products of small quantities leaves

$$
\frac{\partial n}{\partial t}+u_0\frac{\partial n}{\partial x}
+n_s\frac{\partial w}{\partial x}=0,\qquad
\frac{\partial w}{\partial t}+u_0\frac{\partial w}{\partial x}
=-\frac e{m_i}\frac{\partial V}{\partial x}.
$$

To the same order, the Boltzmann law changes the electron density by $n_seV/(kT_e)$, and Poisson's equation reads

$$
\varepsilon_0\frac{\partial^2V}{\partial x^2}
=-e\left(n-\frac{n_seV}{kT_e}\right).
$$

Let every disturbance vary as $e^{i(qx-\omega t)}$, with wavenumber $q$ and angular frequency $\omega$. Each time derivative becomes $-i\omega$ and each space derivative $iq$. Cancelling common factors of $i$,

$$
(\omega-qu_0)n=n_sqw,\qquad
(\omega-qu_0)w=\frac{eq}{m_i}V .
$$

Eliminating $w$ gives the ion response

$$
n=\frac{n_seq^2}{m_i(\omega-qu_0)^2}V .
$$

In Poisson's equation the second derivative gives $-q^2V$, so, after changing the sign of both sides, $\varepsilon_0q^2V=en-n_se^2V/(kT_e)$. Insert $n$, divide by $V$, and multiply by $kT_e/(n_se^2)$:

$$
q^2\lambda_D^2=\frac{q^2c_s^2}{(\omega-qu_0)^2}-1,
\qquad\text{so}\qquad
(\omega-qu_0)^2=\frac{q^2c_s^2}{1+q^2\lambda_D^2}.
$$

These are ion-acoustic waves. Relative to the ions they travel at $c_s/\sqrt{1+q^2\lambda_D^2}$, which is less than $c_s$ for real non-zero $q$. A steady sheath has $\omega=0$. Dividing by $q^2$ for $q\ne0$ and rearranging,

$$
u_0^2(1+q^2\lambda_D^2)=c_s^2
\quad\Longrightarrow\quad
q^2\lambda_D^2=\frac1{M^2}-1 .
$$

For $M<1$, $q$ is real. A wave moving against the ion stream can travel exactly as fast as the stream carries it back, and it stands still. The potential then oscillates with constant amplitude and wavelength

$$
\frac{2\pi\lambda_D}{\sqrt{1/M^2-1}} .
$$

It does not fade towards the plasma, so it cannot be the beginning of a sheath.

For $M>1$, $q$ is imaginary and the potential varies as $e^{\pm\kappa\xi}$, with

$$
\kappa=\sqrt{1-\frac1{M^2}} .
$$

The solution $e^{+\kappa\xi}$ vanishes towards the plasma and grows towards the wall, which is how a sheath begins. The other solution grows towards the plasma and is excluded.

At $M=1$ the linear equation is $\eta''=0$, whose straight-line solutions do not vanish towards the plasma unless they are zero. The next order must decide. There

$$
\rho=\left(1-\eta+\tfrac32\eta^2\right)
-\left(1-\eta+\tfrac12\eta^2\right)+\dots=\eta^2+\dots,
$$

and $\eta''=\eta^2$ is solved by $\eta=6/d^2$, since $(6/d^2)''=36/d^4$. Equality is allowed, and the condition is again $u_0\ge c_s$.

Direct integration of the full, nonlinear Poisson equation from small disturbances tests both rates. At $M=0.8$ it gives a wavelength of $8.378\,\lambda_D$, matching $2\pi/0.75$. At $M=1.2$ it gives a growth rate of $0.5528$ per Debye length, matching the formula to the digits shown.

## What each derivation assumes

Both derivations use cold ions, a neutral edge and a field that vanishes towards the plasma. They differ in how much of the sheath they describe.

The energy integral follows the ions through a potential drop of any size. It needs steady flow and conserved ion energy and flux. With the electron law at small potentials alone, it proves that no subsonic solution exists and shows how the marginal sheath begins. With that law at every potential up to the wall, it also shows that for $M\ge1$ the sheath can continue to the wall.

The wave argument needs only small disturbances close to the edge. It shows the mechanism, but at leading order: on its own it does not rule out that nonlinear terms make the amplitude of a subsonic oscillation decay slowly towards the plasma. The energy integral closes that gap. Nor does the linear calculation show what happens deep in the sheath.

At leading order, the wave argument uses the electron law only through its slope at the edge. The curvature of the law matters as well in deciding whether equality is allowed, as the case $M=1$ showed. If the total density of negative charge is a smooth function $n_-(V)$ with positive slope $g=dn_-/dV$ at $V=0$, the term $n_se/(kT_e)$ in Poisson's equation is replaced by $g$. The leading-order steps are otherwise unchanged, and the critical speed becomes

$$
u_{\rm crit}=\sqrt{\frac{en_s}{m_ig}} .
$$

For Boltzmann electrons $g=en_s/(kT_e)$, which returns $c_s$. This shows why the plasma must be electropositive for the stated result: cold negative ions with their own Boltzmann law would increase $g$ and lower the local critical speed. Whether a complete sheath then exists is a separate question, requiring the density at all potentials.

## The physical reason, in numbers

For a small drop, the ion density falls by the fraction $\eta/M^2$ and the electron density by $\eta$. Slow ions are accelerated by a large fraction of their speed, so they thin out strongly. If $M<1$ they thin out faster than the electrons, and the space charge becomes negative. This bends the potential back instead of letting it fall further.

Take $kT_e=3.0$ eV and a drop of $0.3$ V, so $\eta=0.3/3.0=0.10$. The electron density is $e^{-0.10}n_s=0.9048\,n_s$. For $M=0.8$ the ion density is

$$
\frac{n_i}{n_s}=\left(1+\frac{0.20}{0.64}\right)^{-1/2}=0.8729,
$$

and the net charge density is $-0.032\,en_s$. For $M=1$ the ion density is $1/\sqrt{1.20}=0.9129$ in the same units, and the net charge is $+0.008\,en_s$. For $M=1.2$ the values are $0.9370$ and $+0.032\,en_s$. The sign is negative at $M=0.8$ and positive from $M=1$ upward, as the criterion requires. At this finite drop the change of sign occurs near $M=0.95$; it moves to $M=1$ only as $\eta\to0$.

The bound comes from the smallest potentials. If $S\ge0$ is demanded only for $\eta\ge\eta_{\min}$, slightly smaller $M$ passes. A numerical search gives thresholds of $0.96749$, $0.99667$ and $0.99967$ for $\eta_{\min}=0.1$, $0.01$ and $0.001$, approaching 1 as the excluded interval shrinks.

## When the entry field is not zero

A real plasma has finite size, and its field at the edge is small but not zero. Let $\eta'=\varepsilon$ at $\eta=0$, keeping equal densities there. The constant of integration is now $\varepsilon^2/2$:

$$
\eta'^2=\varepsilon^2+2S(\eta).
$$

Subsonic ions can enter a sheath if $\varepsilon^2/2$ exceeds the depth of the negative dip in $S$. Put $\delta=1/M^2-1$. Just below $M=1$,

$$
S\approx-\frac{\delta\eta^2}{2}+\frac{\eta^3}{3},\qquad
\frac{dS}{d\eta}=\eta(\eta-\delta).
$$

The minimum is at $\eta=\delta$, where $S=-\delta^3/2+\delta^3/3=-\delta^3/6$. The least field must therefore satisfy $\varepsilon^2=\delta^3/3$:

$$
\varepsilon_{\min}\approx\sqrt{\frac{\delta^3}{3}}\qquad(\delta\ll1).
$$

At this value the potential only creeps up to the barrier; a slightly larger field carries it over. At $M=0.999$ the law gives $5.176\times10^{-5}$ and the full expression $5.163\times10^{-5}$, in units of $kT_e/(e\lambda_D)$. At $M=0.9$ they are $0.066$ and $0.050$, so the law is about 30% above the full value and serves only as a rough guide. In a test at $M=0.9$, a field 2% above the full value carried the potential on to $\eta=3$, while a field 2% below it let the potential turn back.

For a small entry field, the permitted shortfall $1-M\approx\delta/2$ is of order $\varepsilon^{2/3}$. It vanishes as $\varepsilon\to0$, the limit for which the strict criterion was derived. The size of $\varepsilon$ has to come from a model of the plasma upstream. For a plasma of length $L$ it is tempting to take the edge field as $kT_e/(eL)$, but this is too small, because the field steepens as the ions approach the Bohm speed. In cold-fluid models that join presheath and sheath, $\varepsilon$ at the point where $u=c_s$ varies as $(\lambda_D/L)^{3/5}$; for $L$ of 60 to 100 Debye lengths it is about $0.07$ to $0.08$, five to seven times $\lambda_D/L$. The net charge at that point is then $0.02$ to $0.03\,en_s$, and collisions or ionisation act there at the same order as the terms kept above. The law for $\varepsilon_{\min}$, which assumes equal densities and no such processes, therefore shows how the softening scales but does not give the entry speed of a real plasma.

## A nitrogen plasma above a growing film

Consider a low-pressure nitrogen plasma with a steady wall voltage, whose only ion is taken to be N$_2^+$, with mass $28.0$ u. Let $kT_e=3.0$ eV, $n_s=1.0\times10^{16}$ m$^{-3}$, and let the wall be $15.0$ V below the edge. At this voltage the electron flux is only about 0.6 of the ion flux, so the surface must conduct a net current; an insulating film would float at $(kT_e/e)\ln\sqrt{m_i/(2\pi m_e)}\approx13.5$ V below the edge. The Bohm speed is

$$
c_s=\sqrt{\frac{3.0\ \text{eV}}{28.0\ \text{u}}}=3215\ \text{m/s}=3.215\ \text{km/s}.
$$

The corresponding kinetic energy is $m_ic_s^2/2=kT_e/2=1.5$ eV. The sheath cannot supply it, because the ions need it on entry. It must come from the presheath, the wider and nearly neutral region upstream. If the ions are born there at rest and move without collisions, the single entry speed assumed here requires each of them to fall through at least $1.5$ V before reaching the edge.

Ions entering at the Bohm speed carry the flux

$$
n_sc_s=(1.0\times10^{16}\ \text{m}^{-3})(3215\ \text{m/s})
=3.2\times10^{19}\ \text{m}^{-2}\,\text{s}^{-1},
$$

and strike the film with $1.5+15.0=16.5$ eV. In this model the wall voltage changes the impact energy but not this flux, provided $n_s$, $T_e$ and the entry speed stay fixed.

The Debye length is $0.129$ mm, so the unit of field is $kT_e/(e\lambda_D)=23.30$ kV/m. At the wall $\eta=15.0/3.0=5.0$, and for $M=1$

$$
S(5)=\sqrt{11}-1+e^{-5}-1=1.323 .
$$

The wall field is $23.30\sqrt{2\times1.323}=37.9$ kV/m. Because of the algebraic tail, a thickness has meaning only from a stated starting potential. From the $0.3$ V point to the wall the distance is $10.7\,\lambda_D$, or $1.37$ mm. This holds for vanishing entry field and is sensitive to that limit. When the presheath length or ion mean free path is only 60 to 100 Debye lengths (about 1 cm here), the finite edge field shortens the distance to about $7\,\lambda_D$, or $0.9$ mm, while the wall field rises by only 3 to 4%.

As a test of the sheath equations, Newton's law, flux conservation and Poisson's equation were integrated directly in SI units for $M=1$ and an entry field of $0.05\,kT_e/(e\lambda_D)$. The wall field, with the entry field included, and the impact energy agreed with the formulas to within one part in $10^6$ of the formula values.

These numbers leave out N$^+$ ions, the ion temperature and collisions. Neglecting collisions in the sheath requires an ion mean free path much longer than the sheath. For a collision cross-section of about $5\times10^{-19}$ m$^2$ and gas at 300 K, the mean free path is about 8 mm at 1 Pa but only about 0.08 mm at 100 Pa. Even at 1 Pa about 15% of the ions collide within $1.37$ mm, and a cold-fluid model with this drag lowers the energy of the mean ion motion at the wall to about 15 eV. Many deposition processes run at the higher pressures, where the impact energy found here does not apply. A wall driven at radio frequency also needs a time-dependent sheath model. The numbers calculated above also neglect the fact that an absorbing wall does not send electrons back, which leaves fewer electrons near the wall than the Boltzmann law gives. Ions with a spread of entry speeds cannot be described by the single speed $u_0$, and collisions inside the sheath break the energy conservation used here. In either case the criterion has to be derived again from the changed ion response. The numerical output gives the remaining values.

## Table of computed values

```
Threshold Mach number when S >= 0 is required for eta >= eta_min:
  eta_min = 0.100: threshold = 0.96749
  eta_min = 0.010: threshold = 0.99667
  eta_min = 0.001: threshold = 0.99967
Wavelength at M = 0.8: 8.378 Debye lengths (formula 8.378)
Growth rate at M = 1.2: 0.5528 per Debye length (formula 0.5528)
M = 1 tail, eta from 0.0001 to 0.0004: 122.50 Debye lengths (formula 122.47)
Least entry field in kTe/(e lambda_D), numerical and leading law:
  M = 0.9: 5.040e-02, law 6.559e-02
  M = 0.99: 1.629e-03, law 1.670e-03
  M = 0.999: 5.163e-05, law 5.176e-05
Ion mass: 28.0 u
Electron temperature kTe: 3.0 eV
Edge density: 1.0e+16 m^-3
Wall drop: 15.0 V, eta at wall = 5.00
Bohm speed: 3215.2 m/s = 3.215 km/s
Debye length: 0.1288 mm
Least entry energy: 1.500 eV
Ion flux at Bohm speed: 3.215e+19 m^-2 s^-1
Ion impact energy at wall: 16.50 eV
Field unit kTe/(e lambda_D): 23.30 kV/m
S at wall for M = 1: 1.3234
Wall field for M = 1: 37.90 kV/m
Distance from 0.3 V point to wall: 10.665 Debye lengths = 1.373 mm
Densities over edge density at 0.3 V drop (eta = 0.10):
  electrons: 0.9048
  M = 0.8: ions 0.8729, ions - electrons -0.0320, S = -1.950e-03
  M = 1.0: ions 0.9129, ions - electrons +0.0080, S = +2.825e-04
  M = 1.2: ions 0.9370, ions - electrons +0.0322, S = +1.587e-03
```
